# Poisson ratios of a copper crystal pulled along [110]: a numerical check

```python
# Result under test: a cubic crystal pulled along [110] with free sides has
#   nu[1-10] = -(2*C11*C44 - D)/(2*C11*C44 + D),  D = (C11-C12)*(C11+2*C12),
# which is negative for copper: the crystal widens along [1-10].
# C11, C12, C44: elastic constants in GPa; nu = -(side strain)/(pull strain).
# The independent road minimizes the elastic energy, written in cube axes,
# at fixed stretch along the pull, with the other strains free.
from itertools import product
import numpy as np
from scipy.spatial.transform import Rotation

COPPER = (168.4, 121.4, 75.4)
# Rows: pull direction [110], width direction [1-10], thickness [001].
FRAME = np.array([[1, 1, 0], [1, -1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)


def energy(strain, constants):
    """Elastic energy density of a cubic crystal, strain tensor in cube axes."""
    c11, c12, c44 = constants
    x, y, z = np.diag(strain)
    shear = strain[0, 1]**2 + strain[0, 2]**2 + strain[1, 2]**2
    return (0.5*c11*(x*x + y*y + z*z) + c12*(x*y + y*z + z*x)
            + 2*c44*shear)


def relax(constants, frame=FRAME, clamped=False, surround=0.0):
    """Unit stretch along frame[0]; return six strains and the pull stress."""
    pairs = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]
    basis = [0.5*(np.outer(frame[i], frame[j]) + np.outer(frame[j], frame[i]))
             for i, j in pairs]
    # For a quadratic energy this difference is the exact second derivative.
    hess = np.array([[energy(a + b, constants) - energy(a, constants)
                      - energy(b, constants) for b in basis] for a in basis])
    hess[2, 2] += surround
    free = [1, 3, 4, 5] if clamped else [1, 2, 3, 4, 5]
    strain = np.zeros(6)
    strain[0] = 1.0
    strain[free] = np.linalg.solve(hess[np.ix_(free, free)], -hess[free, 0])
    return strain, hess[0] @ strain


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Closed formulas for copper
c11, c12, c44 = COPPER
D = (c11 - c12)*(c11 + 2*c12)
normal_xx = c11/(2*D)
normal_zz = -c12/D
shear_xy = 1/(4*c44)
pull_compliance = normal_xx + shear_xy
width_compliance = normal_xx - shear_xy
young = 1/pull_compliance
nu_width = -(2*c11*c44 - D)/(2*c11*c44 + D)
nu_thick = 4*c12*c44/(2*c11*c44 + D)

# Main result against energy minimization
strain, pull = relax(COPPER)
assert np.allclose(strain[1:3], [-nu_width, -nu_thick], atol=1e-10)
assert np.allclose(strain[3:], 0, atol=1e-10)
assert abs(pull - young) < 1e-8
assert strain[1] > 0 and abs(nu_width + 0.14) < 0.005
assert abs(sum(strain[:3])/pull - 1/(c11 + 2*c12)) < 1e-12

# Cube-axis strains per unit stress, rebuilt from the minimized state
tensor = (FRAME.T @ np.diag(strain[:3]) @ FRAME)/pull
assert np.allclose([tensor[0, 0], tensor[1, 1], tensor[2, 2], tensor[0, 1]],
                   [normal_xx, normal_xx, normal_zz, shear_xy], atol=1e-12)

# Sign condition and isotropic limit
threshold = D/(2*c11)
assert relax((c11, c12, threshold + 1))[0][1] > 0
assert relax((c11, c12, threshold - 1))[0][1] < 0
isotropic_c44 = (c11 - c12)/2
nu_isotropic = c12/(c11 + c12)
assert np.allclose(relax((c11, c12, isotropic_c44))[0][1:3], -nu_isotropic)

# Holding the thickness removes the widening
nu_clamped = (c11 + c12 - 2*c44)/(c11 + c12 + 2*c44)
assert abs(relax(COPPER, clamped=True)[0][1] + nu_clamped) < 1e-10
assert nu_clamped > 0
cancel = 2*c12**2/(c11 + c12 - 2*c44) - c11
assert abs(relax(COPPER, surround=cancel)[0][1]) < 1e-10

# Side direction turned about the pull axis
zero_angle = np.degrees(np.arctan(np.sqrt(-nu_width/nu_thick)))
for angle in (5.0, 40.0, zero_angle):
    turn = Rotation.from_rotvec(np.radians(angle)*FRAME[0]).as_matrix()
    t = np.radians(angle)
    expected = nu_width*np.cos(t)**2 + nu_thick*np.sin(t)**2
    assert abs(relax(COPPER, FRAME @ turn.T)[0][1] + expected) < 1e-10

# Worked strip
stress_mpa = 50.0
size_nm = np.array([20000.0, 2000.0, 500.0])
strip_strain = stress_mpa/1000/young*np.array([1, -nu_width, -nu_thick])
change_nm = size_nm*strip_strain

# Misalignment of the whole strip by 5 degrees about each of its axes
tilt_deg = 5.0
tilted = []
for axis in FRAME:
    turn = Rotation.from_rotvec(np.radians(tilt_deg)*axis).as_matrix()
    tilted.append(-relax(COPPER, FRAME @ turn.T)[0][1])

# Many grains at equal stress: icosahedral rotations average exactly here
sums = np.zeros(2)
for turn in Rotation.create_group("I").as_matrix():
    grain, grain_pull = relax(COPPER, turn)
    sums += np.array([1.0, grain[1]])/grain_pull
nu_grains = -sums[1]/sums[0]
s11, s12, s44 = (c11 + c12)/D, -c12/D, 1/c44
A = s11 - s12 - s44/2
assert abs(nu_grains + (s12 + A/5)/(s11 - 2*A/5)) < 1e-10

# Temperature of use (rough slopes in GPa/K)
warming = 80.0
slopes = np.array([-0.03, -0.02, -0.03])
nu_warm = -relax(np.array(COPPER) + warming*slopes)[0][1]
alpha_cu, alpha_si = 17e-6, 3e-6
drift = strip_strain[1]/alpha_cu
slacken = strip_strain[0]/(alpha_cu - alpha_si)

# Slow pull: heat flow adds q to each normal compliance
room_k, heat_capacity = 293.0, 3.4e6
q = alpha_cu**2*room_k/heat_capacity*1e9
nu_slow = -(width_compliance + q)/(pull_compliance + q)
bulk = (c11 + 2*c12)/3
bulk_drop = bulk - 1/(1/bulk + 9*q)
slow_constants = (c11 - bulk_drop, c12 - bulk_drop, c44)
assert abs(relax(slow_constants)[0][1] + nu_slow) < 1e-10

# Nonlinearity: rough relative change of each constant, worst signs
relative = 10*strip_strain[0]
spread = [-relax(np.array(COPPER)*(1 + relative*np.array(signs)))[0][1]
          for signs in product((-1, 1), repeat=3)]

# Largest resolved shear stress over the slip systems {111}<110>
planes = [np.array(p) for p in ((1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1))]
slips = [np.array(v) for v in ((1, 1, 0), (1, -1, 0), (1, 0, 1),
                              (1, 0, -1), (0, 1, 1), (0, 1, -1))]
schmid = max(abs((FRAME[0] @ p)*(FRAME[0] @ v))/np.sqrt(6)
             for p in planes for v in slips if p @ v == 0)
resolved = schmid*stress_mpa
bulk_strength, small_strength = 1.0, 50.0
assert bulk_strength < resolved < small_strength

for name, value in zip(("C11", "C12", "C44"), COPPER):
    show(name, value, "GPa", 1)
show("C11 - C12", c11 - c12, "GPa", 1)
show("C11 + 2 C12", c11 + 2*c12, "GPa", 1)
show("D", D, "GPa^2", 1)
show("2 C11 C44", 2*c11*c44, "GPa^2", 1)
show("e_xx per stress", 1000*normal_xx, "1/TPa")
show("e_zz per stress", 1000*normal_zz, "1/TPa")
show("e_xy per stress", 1000*shear_xy, "1/TPa")
show("e[110] per stress", 1000*pull_compliance, "1/TPa")
show("e[1-10] per stress", 1000*width_compliance, "1/TPa")
show("Young's modulus along [110]", young, "GPa", 1)
show("Poisson ratio toward [1-10], formula", nu_width)
show("Poisson ratio toward [1-10], energy minimum", -strain[1])
show("Poisson ratio toward [001]", nu_thick)
show("Volume strain per unit stretch", sum(strain[:3]))
show("C44 above which the crystal widens", threshold, "GPa", 1)
show("Isotropic C44", isotropic_c44, "GPa", 1)
show("Poisson ratio at isotropic C44", nu_isotropic)
show("Poisson ratio with thickness held", nu_clamped)
show("Surround stiffness cancelling the widening", cancel, "GPa", 1)
show("Side angle from [1-10] with zero ratio", zero_angle, "degrees", 1)
show("Strip stress", stress_mpa, "MPa", 0)
for name, size, e, change in zip(("Length", "Width", "Thickness"),
                                 size_nm, strip_strain, change_nm):
    print(f"{name}: {size:.0f} nm, strain {e:.3e}, change {change:.3f} nm")
for name, value in zip(("[110]", "[1-10]", "[001]"), tilted):
    show(f"Ratio after {tilt_deg:.0f} degree turn about {name}", value)
show("Ratio for many grains at equal stress", nu_grains)
print("Rough slopes of C11, C12, C44:", *slopes, "GPa/K")
show("Warming", warming, "K", 0)
show("Ratio after warming", nu_warm)
show("Rough expansion coefficient, copper", alpha_cu*1e6, "1e-6/K", 0)
show("Rough expansion coefficient, silicon", alpha_si*1e6, "1e-6/K", 0)
show("Temperature drift imitating the widening", drift, "K", 1)
show("Warming that slackens strip on silicon frame", slacken, "K", 1)
show("Room temperature", room_k, "K", 0)
show("Rough heat capacity", heat_capacity/1e6, "MJ/(m^3 K)", 1)
show("Added compliance q for slow pull", 1000*q, "1/TPa")
show("Ratio for slow pull", nu_slow)
show("Rough relative change by nonlinearity", 100*relative, "percent", 2)
show("Lowest ratio with nonlinearity", min(spread))
show("Highest ratio with nonlinearity", max(spread))
show("Largest Schmid factor", schmid)
show("Largest resolved shear stress", resolved, "MPa", 1)
show("Rough slip strength, soft bulk crystal", bulk_strength, "MPa", 0)
show("Rough slip strength, submicron crystal", small_strength, "MPa", 0)
print("checks complete")
```

Output:

```
C11: 168.4 GPa
C12: 121.4 GPa
C44: 75.4 GPa
C11 - C12: 47.0 GPa
C11 + 2 C12: 411.2 GPa
D: 19326.4 GPa^2
2 C11 C44: 25394.7 GPa^2
e_xx per stress: 4.3567 1/TPa
e_zz per stress: -6.2816 1/TPa
e_xy per stress: 3.3156 1/TPa
e[110] per stress: 7.6724 1/TPa
e[1-10] per stress: 1.0411 1/TPa
Young's modulus along [110]: 130.3 GPa
Poisson ratio toward [1-10], formula: -0.1357
Poisson ratio toward [1-10], energy minimum: -0.1357
Poisson ratio toward [001]: 0.8187
Volume strain per unit stretch: 0.3170
C44 above which the crystal widens: 57.4 GPa
Isotropic C44: 23.5 GPa
Poisson ratio at isotropic C44: 0.4189
Poisson ratio with thickness held: 0.3155
Surround stiffness cancelling the widening: 43.7 GPa
Side angle from [1-10] with zero ratio: 22.2 degrees
Strip stress: 50 MPa
Length: 20000 nm, strain 3.836e-04, change 7.672 nm
Width: 2000 nm, strain 5.205e-05, change 0.104 nm
Thickness: 500 nm, strain -3.141e-04, change -0.157 nm
Ratio after 5 degree turn about [110]: -0.1284
Ratio after 5 degree turn about [1-10]: -0.1303
Ratio after 5 degree turn about [001]: -0.1039
Ratio for many grains at equal stress: 0.3669
Rough slopes of C11, C12, C44: -0.03 -0.02 -0.03 GPa/K
Warming: 80 K
Ratio after warming: -0.1279
Rough expansion coefficient, copper: 17 1e-6/K
Rough expansion coefficient, silicon: 3 1e-6/K
Temperature drift imitating the widening: 3.1 K
Warming that slackens strip on silicon frame: 27.4 K
Room temperature: 293 K
Rough heat capacity: 3.4 MJ/(m^3 K)
Added compliance q for slow pull: 0.0249 1/TPa
Ratio for slow pull: -0.1385
Rough relative change by nonlinearity: 0.38 percent
Lowest ratio with nonlinearity: -0.1471
Highest ratio with nonlinearity: -0.1245
Largest Schmid factor: 0.4082
Largest resolved shear stress: 20.4 MPa
Rough slip strength, soft bulk crystal: 1 MPa
Rough slip strength, submicron crystal: 50 MPa
checks complete
```
